\section*{A negative main diffusivity in a stable ternary alloy}

\section*{The objection}

\textbf{Q.} My ternary interdiffusion matrix has $D_{11}<0$. With component 2 uniform, the equation for component 1 is $\partial_t c_1=D_{11}\nabla^2c_1$, which is diffusion run backwards. Either the alloy is unmixing or the matrix is wrong.

\textbf{A.} In a binary I would agree. There is one independent fraction $c$, and $D=Lg''$, where the mobility $L$ is positive and $g$ is the free energy per atom. Hence $D<0$ means $g''<0$, which is instability. In a ternary your equation holds at the first instant. Take fractions $c_1,c_2$ as independent, $c_3=1-c_1-c_2$, and fluxes $J_i=-\sum_jD_{ij}\nabla c_j$. A small wave of wave number $q$ about a uniform alloy obeys
\begin{equation}
\frac{d}{dt}\begin{pmatrix}a_1\\a_2\end{pmatrix}
=-q^2\begin{pmatrix}D_{11}&D_{12}\\D_{21}&D_{22}\end{pmatrix}
\begin{pmatrix}a_1\\a_2\end{pmatrix},
\end{equation}
where $a_i$ is the amplitude of the wave in $c_i$. If $a_2=0$ at the start, then $\dot a_2=-q^2D_{21}a_1$, so component 2 does not stay uniform unless $D_{21}=0$. Long-time behaviour belongs to the eigenvalues of $D$, not to one element.

\section*{What thermodynamics demands of the matrix}

\textbf{Q.} Then show me that the eigenvalues can be positive when $D_{11}$ is not. What are you allowed to choose?

\textbf{A.} Temperature, pressure and atomic volume are constant, and vacancies are in equilibrium everywhere. I write the algebra in atomic units, with $\theta=k_BT$ an energy; the equations keep their form in any consistent units. Relative to the lattice, component $k$ has flux
\begin{equation}
j_k=-m_k\nabla\mu_k,\qquad m_k=c_kM_k,\quad M_k>0 .
\end{equation}
The fluxes $J_i$ are measured in the frame with no net flow of atoms, so the common drift is subtracted:
\begin{equation}
J_i=j_i-c_i\sum_kj_k=\sum_k(\delta_{ik}-c_i)j_k .
\label{frame}
\end{equation}
Let $\nu_j=\mu_j-\mu_3$, so that $\nu_3=0$. The Gibbs--Duhem relation $\sum_kc_k\nabla\mu_k=0$ gives $\nabla\mu_3=-\sum_{j=1}^2c_j\nabla\nu_j$, hence
\begin{equation}
\nabla\mu_k=\nabla\nu_k+\nabla\mu_3=\sum_{j=1}^2(\delta_{jk}-c_j)\nabla\nu_j .
\label{gd}
\end{equation}
Since $dg=\sum_k\mu_kdc_k$ and $dc_3=-dc_1-dc_2$, we have $\nu_j=\partial g/\partial c_j$. Its gradient is $\nabla\nu_j=\sum_lG_{jl}\nabla c_l$, with $G_{jl}=\partial^2g/\partial c_j\partial c_l$. Therefore
\begin{equation}
D=LG,\qquad L_{ij}=\sum_{k=1}^3(\delta_{ik}-c_i)(\delta_{jk}-c_j)m_k .
\end{equation}
The matrix $L$ is symmetric. For a vector $(x_1,x_2)$ put $x_3=0$ and $\bar x=c_1x_1+c_2x_2$. Then
\begin{equation}
\sum_{ij}x_iL_{ij}x_j=\sum_{k=1}^3m_k(x_k-\bar x)^2 .
\end{equation}
This vanishes only if all three $x_k$ are equal, and $x_3=0$ then makes them all zero. So $L$ is positive definite. Local stability means that $G$ is positive definite too.

\textbf{Q.} The product of two such matrices is not symmetric. Why should it inherit anything?

\textbf{A.} Because a change of variables makes it symmetric:
\begin{equation}
G^{1/2}DG^{-1/2}=G^{1/2}LG^{1/2}\equiv S .
\end{equation}
The matrix $S$ is symmetric and positive definite, and it has the eigenvalues of $D$, which are therefore real and positive. The excess free energy of the wave is proportional to $E=\frac12a^TGa$, and
\begin{equation}
\dot E=a^TG\dot a=-q^2(Ga)^TL(Ga)<0\quad(a\ne0).
\end{equation}
Every wave finally decays. None of this constrains the sign of
\begin{equation}
D_{11}=L_{11}G_{11}+L_{12}G_{12},
\end{equation}
which is negative when $L_{12}G_{12}<-L_{11}G_{11}$. Stability does restrict its companions. The trace is positive, so $D_{22}>|D_{11}|$. The determinant is positive, so $D_{12}D_{21}<D_{11}D_{22}<0$, and the cross coefficients have opposite signs.

\section*{An alloy with the required sign}

\textbf{Q.} Two abstract matrices would not convince me. Can one free energy and three positive atomic mobilities do it?

\textbf{A.} Take a mean-field regular solution,
\begin{equation}
g=\theta\sum_kc_k\ln c_k+\Omega_{12}c_1c_2+\Omega_{13}c_1c_3+\Omega_{23}c_2c_3 .
\end{equation}
Terms linear in the fractions are omitted because they do not affect $G$. Substituting $c_3=1-c_1-c_2$ and differentiating twice,
\begin{align}
G_{11}&=\theta(1/c_1+1/c_3)-2\Omega_{13},\\
G_{12}&=\theta/c_3+\Omega_{12}-\Omega_{13}-\Omega_{23},\\
G_{22}&=\theta(1/c_2+1/c_3)-2\Omega_{23}.
\end{align}
Choose $T=1300$ K, so $\theta=0.112$ eV, with fractions $(0.3,0.3,0.4)$ and $\Omega_{12}=0.15$, $\Omega_{13}=0$, $\Omega_{23}=-0.10$ eV. Then $G_{11}=0.6535$, $G_{12}=0.5301$ and $G_{22}=0.8535$ eV. The eigenvalues of $G$ are 0.214 and 1.293 eV, both positive.

For the kinetics choose tracer diffusivities $\theta M_k=(1,20,1)\times10^5$ \AA$^2$/s. Thus $M_1=M_3=8.927\times10^5$ and $M_2=1.785\times10^7$ \AA$^2$/(eV s). Writing out the sum for $L$,
\begin{align}
L_{11}&=(1-c_1)^2m_1+c_1^2(m_2+m_3),\\
L_{12}&=-(1-c_1)c_2m_1-c_1(1-c_2)m_2+c_1c_2m_3,\\
L_{22}&=c_2^2(m_1+m_3)+(1-c_2)^2m_2 .
\end{align}
These give $6.454\times10^5$, $-1.149\times10^6$ and $2.681\times10^6$ \AA$^2$/(eV s). Hence
\begin{equation}
D_{11}=(4.218-6.090)\times10^5=-1.87\times10^5\ \text{\AA}^2/\text{s},
\end{equation}
or $-1.87\times10^{-11}$ cm$^2$/s. The other products give $D_{12}=-6.38\times10^5$, $D_{21}=6.70\times10^5$ and $D_{22}=1.679\times10^6$ \AA$^2$/s. From the trace and determinant,
\begin{equation}
\lambda_{s,f}=\tfrac12\left[\operatorname{tr}D\mp\sqrt{(\operatorname{tr}D)^2-4\det D}\right],
\end{equation}
so $\lambda_s=8.05\times10^4$ and $\lambda_f=1.411\times10^6$ \AA$^2$/s. Both are positive.

\textbf{Q.} The alloy could still be metastable, with a two-phase mixture of lower free energy elsewhere in the diagram.

\textbf{A.} That is excluded if $g$ is convex over the whole composition triangle. With $\Omega_{13}=0$ and $s=\Omega_{12}-\Omega_{23}$, the purely entropic part of $\det G$ is $\theta^2/(c_1c_2c_3)$. Multiplying the full determinant by $c_1c_2c_3$ gives
\begin{align}
c_1c_2c_3\det G
&=\theta^2-2\theta\Omega_{23}c_2(c_1+c_3)\nonumber\\
&\quad-2\theta sc_1c_2-s^2c_1c_2c_3\nonumber\\
&=\theta^2-2\theta\Omega_{12}c_1c_2-2\theta\Omega_{23}c_2c_3-s^2c_1c_2c_3 .
\end{align}
The term in $\Omega_{23}$ is positive here and may be dropped for a lower bound. Also $c_1c_2\le(1-c_3)^2/4$. What remains is at least $\theta^2-h/4$, with
\begin{align}
h&=(1-c_3)^2(2\theta\Omega_{12}+s^2c_3),\\
h'&=(1-c_3)\left[s^2(1-3c_3)-4\theta\Omega_{12}\right].
\end{align}
Because $s^2=0.0625$ eV$^2$ is below $4\theta\Omega_{12}=0.0672$ eV$^2$, $h$ falls with $c_3$ and is largest at $c_3=0$. Thus
\begin{equation}
c_1c_2c_3\det G\ge\theta(\theta-\Omega_{12}/2)=0.0041\ \text{eV}^2>0 .
\end{equation}
Since $G_{11}>0$ as well, $g$ is convex throughout, and no unmixing is hidden within this model.

\section*{Why component 1 moves uphill}

\textbf{Q.} The arithmetic works, but what pushes atoms of 1 towards a region already rich in 1?

\textbf{A.} Nothing pushes them that way relative to the lattice. Keep $c_2$ uniform and write $\mu_{k,1}=\partial\mu_k/\partial c_1$ at fixed $c_2$. Equation (\ref{frame}) gives
\begin{equation}
D_{11}=(1-c_1)m_1\mu_{1,1}-c_1m_2\mu_{2,1}-c_1m_3\mu_{3,1}.
\label{parts}
\end{equation}
By equation (\ref{gd}), $\mu_{k,1}=\sum_j(\delta_{jk}-c_j)G_{j1}$. The values are $0.298$, $0.175$ and $-0.355$ eV for $k=1,2,3$. The lattice-frame coefficient of component 1 is $m_1\mu_{1,1}=+8.0\times10^4$ \AA$^2$/s, so these atoms move down their gradient.

The three terms of (\ref{parts}) are $0.56\times10^5$, $-2.81\times10^5$ and $0.38\times10^5$ \AA$^2$/s. The fast component 2 decides the sign. For $\Omega_{13}=0$,
\begin{align}
\mu_{2,1}&=(1-c_2)G_{12}-c_1G_{11}\nonumber\\
&=\theta\left[\frac{1-c_2-c_1}{c_3}-1\right]+(1-c_2)(\Omega_{12}-\Omega_{23})\nonumber\\
&=(1-c_2)(\Omega_{12}-\Omega_{23}).
\end{align}
It is positive because mixing with 1 costs component 2 more energy than mixing with 3. Atoms of 2 therefore leave the 1-rich region quickly. Vacancies arrive in exchange and are annihilated, the lattice there shrinks, and the fraction of 1 rises. This is a Kirkendall drift.

\textbf{Q.} So both the repulsion and the speed are needed?

\textbf{A.} In this example the speed is, but 2 need not be repelled by 1. With $\Omega_{13}=0$, what counts is that 2 prefers 3 to 1, since only $\Omega_{12}-\Omega_{23}$ enters $\mu_{2,1}$. With $\Omega_{12}=0$ and all else unchanged, $D_{11}$ is still $-1.5\times10^4$ \AA$^2$/s. Without any interactions, $\mu_{1,1}=\theta/c_1$, $\mu_{2,1}=0$ and $\mu_{3,1}=-\theta/c_3$. Then $D_{11}=(1-c_1)\theta M_1+c_1\theta M_3=10^5$ \AA$^2$/s, which is positive whatever the speed of component 2. With the original interactions and $M_3=M_1$, setting (\ref{parts}) to zero gives
\begin{equation}
\frac{M_2}{M_1}=\frac{(1-c_1)\mu_{1,1}-c_3\mu_{3,1}}{c_2\mu_{2,1}}=6.7 .
\end{equation}
At the same composition and temperature, a larger ratio makes $D_{11}$ negative. The example has 20. Speed is not a general requirement, however. With equal mobilities $M$, $D_{11}=Mc_1[(1-c_1)G_{11}-c_2G_{12}]$, and other interactions can make this negative while $G$ stays positive definite, provided $G_{22}$ is large enough. This secures stability against small long waves only; it does not exclude a two-phase mixture of lower free energy.

\textbf{Q.} Could I remove the negative sign by calling component 2 the solvent?

\textbf{A.} Here you could. Eliminate $c_2$ through $\nabla c_2=-\nabla c_1-\nabla c_3$:
\begin{equation}
J_1=-(D_{11}-D_{12})\nabla c_1+D_{12}\nabla c_3 .
\end{equation}
The new main coefficient is $(-1.87+6.38)\times10^5=4.51\times10^5$ \AA$^2$/s. It answers a different question: how 1 flows when $c_3$, rather than $c_2$, is uniform. The amplitudes $(a_1,a_3)$ are a fixed linear map $A$ of $(a_1,a_2)$, so the new matrix is $ADA^{-1}$ and has the same eigenvalues. A sign that depends on the choice of solvent cannot decide stability.

\section*{What the negative sign does in time}

\textbf{Q.} If $c_2$ starts uniform, the wave in $c_1$ must still grow. Where does it stop?

\textbf{A.} Let $a_1(0)=1$, $a_2(0)=0$ and $\tau=q^2t$. The solution is $a_1=Ae^{-\lambda_s\tau}+Be^{-\lambda_f\tau}$. Its initial value and slope require $A+B=1$ and $\lambda_sA+\lambda_fB=D_{11}$, hence
\begin{equation}
A=\frac{\lambda_f-D_{11}}{\lambda_f-\lambda_s}=1.20,\qquad
B=\frac{D_{11}-\lambda_s}{\lambda_f-\lambda_s}=-0.20 .
\end{equation}
The negative fast part dies first, which makes the sum rise. Setting the derivative to zero gives $\lambda_sAe^{-\lambda_s\tau}=-\lambda_fBe^{-\lambda_f\tau}$, or
\begin{equation}
\tau_p=\frac{1}{\lambda_f-\lambda_s}
\ln\frac{\lambda_f(\lambda_s-D_{11})}{\lambda_s(\lambda_f-D_{11})}.
\end{equation}
For a wavelength of $10^6$ \AA\ (100 $\mu$m), $q=2\pi/10^6$ \AA$^{-1}$ and the peak comes at $2.05\times10^4$ s, or 5.7 h. There $a_1=1.061$. Component 2 starts from zero with slope $-D_{21}$ in $\tau$, so
\begin{equation}
a_2=\frac{D_{21}}{\lambda_f-\lambda_s}\left(e^{-\lambda_f\tau}-e^{-\lambda_s\tau}\right),
\end{equation}
which is $-0.311$ at the peak. The wave in $c_1$ is back at its initial height after 15.2 h and has fallen to 0.75 of it at $1.5\times10^5$ s.

\textbf{Q.} A higher wave with a lower free energy?

\textbf{A.} Yes. Initially $E=\frac12G_{11}=0.327$ eV in units of the squared initial amplitude. At the peak,
\begin{align}
E&=\tfrac12\left[0.6535(1.061)^2-2(0.5301)(1.061)(0.311)\right.\nonumber\\
&\qquad\left.{}+0.8535(0.311)^2\right]=0.234\ \text{eV}.
\end{align}
The cross term pays for the growth: since $G_{12}>0$, opposite waves of 1 and 2 lower the energy.

\textbf{Q.} Six per cent is modest. Could other mobilities make it enormous?

\textbf{A.} Not with this $G$. Define $K=e^{-\tau S}$, a symmetric matrix with eigenvalues between 0 and 1. With $e_1=(1,0)^T$,
\begin{equation}
a_1=u^TKv,\qquad u=G^{-1/2}e_1,\quad v=G^{1/2}e_1,\quad u^Tv=1 .
\end{equation}
Rescale $u$ and $v$ by reciprocal factors to vectors $p,r$ of equal length. This leaves $u^TKv=p^TKr$ and $p^Tr=1$, with $|p|^2=|r|^2=|u||v|$. Then
\begin{align}
a_1&=\tfrac14\left[(p+r)^TK(p+r)-(p-r)^TK(p-r)\right]\nonumber\\
&\le\tfrac14|p+r|^2=\tfrac12(1+|u||v|).
\end{align}
Here $|v|^2=G_{11}$ and $|u|^2=(G^{-1})_{11}=G_{22}/\det G$, so
\begin{equation}
\frac{a_1(t)}{a_1(0)}\le\frac12\left(1+\frac1{\sqrt{1-\gamma^2}}\right),
\qquad\gamma^2=\frac{G_{12}^2}{G_{11}G_{22}} .
\end{equation}
With $\gamma^2=0.504$ the bound is 1.21. It is approached when $K$ nearly removes $p-r$ and leaves $p+r$ untouched, which needs a nearly singular $L$. Near a spinodal at which $G_{12}\ne0$, $\gamma^2\to1$ and the bound diverges, so it no longer limits the transient. How large a transient three positive atomic mobilities can then produce is a separate question. The result is for one small Fourier wave with $c_2$ initially uniform.

\section*{The opposite error}

\textbf{Q.} Are two positive main coefficients at least a certificate of stability?

\textbf{A.} No. Keep the composition and temperature, give all atoms the mobility $M=8.927\times10^5$ \AA$^2$/(eV s), and set $\Omega_{12}=-0.2$, $\Omega_{13}=\Omega_{23}=0.2$ eV. Now $G_{11}=G_{22}=0.2535$ and $G_{12}=-0.3199$ eV, so $G$ has the eigenvalue $-0.066$ eV. For equal mobilities $L_{ij}=M(c_i\delta_{ij}-c_ic_j)$, which gives
\begin{equation}
D_{11}=D_{22}=M(0.21\times0.2535+0.09\times0.3199),
\end{equation}
or $7.3\times10^4$ \AA$^2$/s. Yet one eigenvalue of $D$ is $-7.1\times10^3$ \AA$^2$/s. Its wave has $a_1=a_2$: components 1 and 2 gather together and separate from 3.

The general rule comes from $L^{-1/2}DL^{1/2}=L^{1/2}GL^{1/2}$. The right side is a congruence of $G$, so by Sylvester's law $D$ has as many negative eigenvalues as $G$. For positive-definite $L$, the eigenvalues of $D$ give the verdict.

\section*{How far the example carries over}

\textbf{Q.} Your mechanism needs vacancies to disappear. What if they cannot?

\textbf{A.} Then the sign can change. Let $l$ be the spacing of vacancy sources and $\mu_v$ the vacancy potential, so that $j_k=-m_k\nabla(\mu_k-\mu_v)$. Vacancies relax at the rate $D_v/l^2$, their excess is $c_v\mu_v/\theta$, and without jump correlations $c_vD_v=\theta\sum_km_k$. For a wave, a quasi-steady balance of arrival and removal reads
\begin{equation}
q^2\sum_km_k(\mu_k-\mu_v)=\frac{\mu_v}{l^2}\sum_km_k ,
\end{equation}
whence
\begin{equation}
\mu_v=w\,\frac{\sum_km_k\mu_k}{\sum_km_k},\qquad w=\frac{q^2l^2}{1+q^2l^2}.
\end{equation}
The lattice mobility $m_i\delta_{ij}$ becomes $m_i\delta_{ij}-wm_im_j/\sum_km_k$. At the same wavelength, a rough spacing of $10^4$ \AA\ gives $D_{11}=-1.86\times10^5$ \AA$^2$/s, a change of half a per cent, but a spacing of $10^5$ \AA\ gives $-1.23\times10^5$ \AA$^2$/s, a third smaller in magnitude. The coefficient vanishes at $l=3.4\times10^5$ \AA, and with no sources it is $+4.0\times10^4$ \AA$^2$/s.

\textbf{Q.} And how close is the rest to a real alloy?

\textbf{A.} The tracer diffusivities, $10^{-11}$ and $2\times10^{-10}$ cm$^2$/s, and the interactions are round model values, not data for a particular alloy. The twentyfold mobility contrast is deliberately strong. Real alloys have correlated vacancy jumps. Manning's approximation, derived for random alloys, corresponds to $w=-(1-f)/f$; with $f\approx0.78$ for fcc it moves $D_{11}$ to $-2.5\times10^5$ \AA$^2$/s, about a third larger in magnitude. With so strong a contrast, and the fast component (fraction 0.3) not far above the fcc site-percolation threshold of about 0.2, this underestimates the correction: for vacancy jumps in a random fcc alloy of nearly this composition and a tracer contrast near 17, correlation multiplies $|D_{11}|$ by about 2.5, where Manning's formula gives 1.4. The sign stays negative. If the lattice stays coherent, strain adds $2Yv_a\eta_i\eta_j$ to $G_{ij}$. A rough biaxial modulus $Y=1.2$ eV/\AA$^3$, atomic volume $v_a=11$ \AA$^3$ and misfits $\eta=(0.03,0.05)$ per unit fraction give $-2.2\times10^5$ \AA$^2$/s. A wave of amplitude 0.005 in $c_1$ samples values from $-1.82$ to $-1.92\times10^5$ \AA$^2$/s; the much larger composition steps of a real coating need a composition-dependent $D$.

Atomic ordering is a separate question, since $G$ describes long waves. With fcc nearest-neighbour interactions, a short wave multiplies the interaction part of $G$ by a factor no lower than $-1/3$. At that value the smallest eigenvalue is still 0.42 eV. The matrix is linear in the factor and positive definite at both ends of the range, $-1/3$ and 1, hence also in between. In this mean-field model the uniform alloy is therefore stable against small ordering waves too.

\textbf{Q.} Then for my own matrix I should compute the eigenvalues before I discard it.

\textbf{A.} Yes. First check that they are real: with cross coefficients of opposite sign, a measured matrix can give a complex pair, which no product $LG$ allows and which points to error in the data. Then carry the measurement errors through to the smaller one. For the example matrix, independent errors of 10 per cent in the four elements make it negative in about 7 per cent of cases, and errors of 20 per cent in more than a fifth. A matrix measured on a coherent lattice includes the strain term and speaks only for coherent waves. If the smaller eigenvalue is clearly positive, your negative $D_{11}$ describes uphill flow at uniform $c_2$ in an alloy that is stable against small long waves.
